\section*{Zero-temperature shot noise of a coherent multichannel filament, part 1}

(Sections cited here and not found follow in the second part.)

\section{Noise from the correlation of currents}

\subsection{What dimensions and symmetry fix}

A conducting filament between two electrodes carries a current that fluctuates even at zero temperature, because an electron arriving at the filament may be transmitted or reflected. Let the electrons be non-interacting and let the filament scatter them coherently and elastically. If its scattering amplitudes vary little over the bias window, the one remaining energy is the bias energy $u=eV>0$. Number current and number noise then both have the dimension of a rate, $u/\hbar$, and each must be $u/\hbar$ times a dimensionless function of the scattering amplitudes.

Symmetry restricts this function. The total current in a lead does not depend on which orthonormal combinations of incoming modes, or of outgoing modes, are used to describe it. Separate unitary changes of these bases reduce a unitary scattering matrix to independent two-by-two blocks, one for each transmission eigenvalue $T_n$. The noise is therefore a sum $\sum_n f(T_n)$.

The current is bilinear in field amplitudes and the noise is quadratic in the current, so $f$ contains two scattering amplitudes and two conjugate amplitudes at most after unitarity is used. It is a polynomial of degree two in $T_n$. It vanishes at $T_n=0$, where nothing passes, and at $T_n=1$, where a regularly filled stream passes without partition. Hence
\begin{equation}
 f(T_n)=c\,\frac{u}{\hbar}\,T_n(1-T_n).
\end{equation}
The constant $c$ follows from rare, independent transfers at small $T_n$, for which the noise is twice the mean rate in the convention used below. The argument gives the form; the two derivations that follow establish it with its factors and extend it to energy-dependent transmission.

\subsection{Leads, scattering matrix and conventions}

Rydberg units are used: $\hbar=1$, $2m=1$ and $e^2=2$. Energies are in Ry and rates in $\mathrm{Ry}/\hbar$. Here $e$ is the magnitude of the electron charge, and current is counted positive when electrons move from the left lead to the right lead. The results are first written for one spin; spin degeneracy supplies a factor two at the end.

Each lead has $N$ propagating channels. The vectors $a_L(E)$ and $a_R(E)$ collect the annihilation operators of incoming electrons, and $b_L,b_R$ those of outgoing electrons. They are related by
\begin{equation}
 \begin{pmatrix}b_L\\b_R\end{pmatrix}
 =s\begin{pmatrix}a_L\\a_R\end{pmatrix},\qquad
 s=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}.
\end{equation}
The states carry unit flux, so conservation of particles makes $s$ unitary, $s^\dagger s=ss^\dagger=1$. The lower right block of $ss^\dagger=1$ reads
\begin{equation}
 tt^\dagger+r'r'^\dagger=1. \label{eq:unit}
\end{equation}
The operators obey $\{a_{\alpha m}(E),a^\dagger_{\beta n}(E')\}=\delta_{\alpha\beta}\delta_{mn}\delta(E-E')$. The reservoirs are independent and give
\begin{equation}
 \langle a^\dagger_{\alpha m}(E)a_{\beta n}(E')\rangle
 =\delta_{\alpha\beta}\delta_{mn}\delta(E-E')f_\alpha(E).
\end{equation}
At zero temperature $f_\alpha=1$ below $\mu_\alpha$ and $f_\alpha=0$ above it, with $\mu_L-\mu_R=u$.

\subsection{The current operator}

In one channel of the right lead, with $x$ increasing away from the filament, the field is
\begin{equation}
 \psi(x,\tau)=\int\!\frac{dE}{\sqrt{2\pi v}}\,e^{-iE\tau}
 \left(b\,e^{ikx}+a\,e^{-ikx}\right),\qquad v=2k.
\end{equation}
The velocity is $v=dE/dk$ for $E=k^2$ plus the channel threshold. With $2m=1$ the number current is $-i[\psi^\dagger\partial_x\psi-(\partial_x\psi^\dagger)\psi]$. Insert energy $E$ in $\psi^\dagger$ and $E'$ in $\psi$. The first term contributes a factor $k'$ and the second a factor $k$, which gives
\begin{align}
 &\frac{1}{2\pi\sqrt{vv'}}\Big[(k+k')\big(b^\dagger b'e^{i(k'-k)x}
 -a^\dagger a'e^{-i(k'-k)x}\big)\nonumber\\
 &\quad+(k'-k)\big(a^\dagger b'e^{i(k+k')x}
 -b^\dagger a'e^{-i(k+k')x}\big)\Big].
\end{align}
Primes on operators here denote the energy $E'$. At zero frequency $E'=E$: the second line vanishes, and the prefactor of the first becomes $2k/(2\pi\,2k)=1/2\pi$. The velocity has cancelled, as it must for unit-flux states. For low-frequency purposes the current into the right lead is thus
\begin{equation}
 J(\tau)=\frac1{2\pi}\int\!dE\,dE'\,e^{i(E-E')\tau}
 \left[b_R^\dagger(E)b_R(E')-a_R^\dagger(E)a_R(E')\right].
\end{equation}
Terms omitted here vanish as $E'\to E$.

Substitution of $b_R=ta_L+r'a_R$ turns the bracket into $\sum_{\alpha\beta}a_\alpha^\dagger A_{\alpha\beta}a_\beta$. At equal energies the blocks are
\begin{equation}
 A_{LL}=t^\dagger t,\quad A_{LR}=t^\dagger r',\quad
 A_{RL}=r'^\dagger t,\quad A_{RR}=r'^\dagger r'-1. \label{eq:A}
\end{equation}
The off-diagonal blocks describe interference in the right lead between electrons coming from different reservoirs. They do not affect the mean, since the reservoirs are uncorrelated, but they produce the shot noise.

\subsection{Mean current}

The reservoir averages give
\begin{equation}
 \langle J\rangle=\frac1{2\pi}\int dE\,
 \left[f_L\operatorname{Tr}t^\dagger t
 +f_R\operatorname{Tr}(r'^\dagger r'-1)\right].
\end{equation}
By cyclicity of the trace and (\ref{eq:unit}), $\operatorname{Tr}r'^\dagger r'=N-\operatorname{Tr}t^\dagger t$. The second trace is therefore $-\operatorname{Tr}t^\dagger t$, and
\begin{equation}
 \langle J\rangle=\frac1{2\pi}\int dE\,(f_L-f_R)\sum_nT_n(E),
\end{equation}
where $T_n$ are the eigenvalues of $t^\dagger t$. Unitarity gives $0\le T_n\le1$. States filled on both sides cancel, so the integral runs over the window $\mu_R<E<\mu_L$, denoted by $\mathcal W$.

\subsection{Noise}

Let $\Delta J=J-\langle J\rangle$ and $C(\tau)=\langle\Delta J(\tau)\Delta J(0)\rangle$. The one-sided zero-frequency noise is defined as
\begin{equation}
 S_N=2\int_{-\infty}^{\infty}d\tau\,C(\tau). \label{eq:Sdef}
\end{equation}
The order of the two operators does not matter here: stationarity turns an exchange of order into $\tau\to-\tau$, and the integral covers both signs.

For independent fermions in these reservoir states, Wick's theorem gives
\begin{equation}
 \langle a_1^\dagger a_2a_3^\dagger a_4\rangle
 -\langle a_1^\dagger a_2\rangle\langle a_3^\dagger a_4\rangle
 =\langle a_1^\dagger a_4\rangle\langle a_2a_3^\dagger\rangle.
\end{equation}
The sign is positive because $a_4$ passes two fermion operators to reach $a_1^\dagger$. The first factor requires an occupied state and the second an empty one. The two energy delta functions leave two energy integrals:
\begin{align}
 C(\tau)=\frac1{4\pi^2}\int dE\,dE'\,&e^{i(E-E')\tau}
 \sum_{\alpha\beta}f_\alpha(E)[1-f_\beta(E')]\nonumber\\
 &\times\operatorname{Tr}[A_{\alpha\beta}(E,E')A_{\beta\alpha}(E',E)].
 \label{eq:C}
\end{align}
Integration over $\tau$ gives $2\pi\delta(E-E')$. With the factor two in (\ref{eq:Sdef}),
\begin{equation}
 S_N=\frac1\pi\int dE\sum_{\alpha\beta}
 f_\alpha(1-f_\beta)\operatorname{Tr}[A_{\alpha\beta}A_{\beta\alpha}].
 \label{eq:Sgen}
\end{equation}

At zero temperature $f_\alpha(1-f_\alpha)=0$. The product $f_R(1-f_L)$ also vanishes, because every state filled on the right is filled on the left. The remaining product $f_L(1-f_R)$ is one in $\mathcal W$ and zero elsewhere. Its trace follows from (\ref{eq:A}) and (\ref{eq:unit}):
\begin{align}
 \operatorname{Tr}[t^\dagger r'r'^\dagger t]
 &=\operatorname{Tr}[t^\dagger(1-tt^\dagger)t]\nonumber\\
 &=\operatorname{Tr}[t^\dagger t-(t^\dagger t)^2]
 =\sum_nT_n(1-T_n).
\end{align}
Thus $S_N=\pi^{-1}\int_{\mathcal W}dE\sum_nT_n(1-T_n)$ for one spin.

\subsection{The Fano factor}

Two independent spin species double both mean and noise. Restoring $\hbar=h/2\pi$ and the charge gives
\begin{align}
 I&=\frac{2e}{h}\int_{\mathcal W}dE\sum_nT_n,\label{eq:I}\\
 S&=2e\,\frac{2e}{h}\int_{\mathcal W}dE\sum_nT_n(1-T_n).\label{eq:S}
\end{align}
The ratio to the Poisson value $2eI$ is
\begin{equation}
 F=\frac{S}{2eI}=
 \frac{\int_{\mathcal W}dE\sum_nT_n(1-T_n)}
 {\int_{\mathcal W}dE\sum_nT_n}. \label{eq:F}
\end{equation}
This is the average of $1-T_n(E)$ over channels and energies, each weighted by its transmission. A channel matters in proportion to the current it carries. If all channels are nearly closed, $F\to1$; if every conducting channel is fully open, $F\to0$.

When the $T_n$ are constant in the window, or the bias tends to zero, (\ref{eq:F}) becomes
\begin{equation}
 F_0=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}. \label{eq:F0}
\end{equation}
To find the correction, write $P(E)=\sum_nT_n(1-T_n)$ and $G(E)=\sum_nT_n$, and centre the window on a fixed energy. Terms odd about the centre integrate to zero, and $\int_{-u/2}^{u/2}\epsilon^2d\epsilon=u^3/12$. For smooth $P$ and $G$, therefore,
\begin{equation}
 F=\frac{P+P''u^2/24}{G+G''u^2/24}+O(u^4)
 =F_0+\frac{u^2}{24}\left(\frac{P''}{G}-\frac{PG''}{G^2}\right)+O(u^4).
\end{equation}
All functions on the right are taken at the centre. The expansion also takes the functions $P(E)$ and $G(E)$ to be independent of the bias. If the centre moves with the bias, or if the voltage shifts the energy levels of the filament, a linear term can appear.

\subsection{Why orbital probabilities are insufficient}

Let $p_i=(t^\dagger t)_{ii}$ be the probability that an electron entering in lead orbital $i$ is transmitted into any orbital. If the unitary matrix $V$ diagonalizes $t^\dagger t$, then $p_i=\sum_n|V_{in}|^2T_n$. The function $q(p)=p(1-p)$ is concave, so
\begin{equation}
 \sum_iq(p_i)\ge\sum_{in}|V_{in}|^2q(T_n)=\sum_nq(T_n).
\end{equation}
The last step uses $\sum_i|V_{in}|^2=1$. The sums of $p_i$ and $T_n$ are equal, so the conductance is insensitive to this substitution, while the noise is overestimated unless the off-diagonal elements of $t^\dagger t$ vanish. These elements carry the correlations between electrons injected in different orbitals.

\subsection{A three-orbital filament}

A small lattice model supplies a definite scattering matrix. Each lead has three uncoupled orbital chains with hopping element $-\gamma$ and energy $E=-2\gamma\cos k$, $0<k<\pi$. Between the leads lies one layer of three orbitals with Hamiltonian $H_c$. Its hopping matrices to the left and right are $-W_L$ and $-W_R$, both real and diagonal.

For incidence from the left with amplitude vector $a$, let the lead waves be $e^{ikj}a+e^{-ikj}ra$ for $j\le-1$ and $e^{ikj}ta$ for $j\ge1$. Let $\phi$ be the amplitude on the central layer. The equations at $j=\mp1$ compare the actual coupling to the layer with a continued lead wave:
\begin{equation}
 \gamma(1+r)a=W_L\phi,\qquad \gamma ta=W_R\phi. \label{eq:match}
\end{equation}
The equation on the central layer is $(E-H_c)\phi=-W_L\psi_{-1}-W_R\psi_1$. From (\ref{eq:match}), $\psi_{-1}=-2i\sin k\,a+e^{ik}W_L\phi/\gamma$ and $\psi_1=e^{ik}W_R\phi/\gamma$. Hence
\begin{equation}
 \left[E-H_c+\frac{e^{ik}}{\gamma}(W_L^2+W_R^2)\right]\phi
 =2i\sin k\,W_La. \label{eq:layer}
\end{equation}
Solving for $\phi$ and using (\ref{eq:match}) gives $t$ and $r$; exchanging left and right gives $t'$ and $r'$. The leads have equal velocities at a given energy, so these amplitudes already refer to unit flux. As a check of signs, a clean chain has $H_c=0$ and $W_L=W_R=\gamma$. The bracket is then $2i\gamma\sin k$, so $\phi=a$ and $t=1$.

The current formula also holds on this lattice. For unit-flux waves of equal energy, the bond current has the outgoing term $2\gamma\sin k/(2\pi v)=1/2\pi$, because $v=2\gamma\sin k$. The mixed terms cancel between the two directions of hopping.

\section{Noise from counting, and the assumptions compared}

\subsection{Symbols and results carried over}

The scattering matrix $s$ has transmission block $t$ for electrons from the left, and $T_n$ are the eigenvalues of $t^\dagger t$. The bias energy is $u=eV$, and $\mathcal W$ is the energy window filled on the left and empty on the right. Units have $\hbar=1$. For one spin, the correlation of currents gave
\begin{equation}
 \langle J\rangle=\int_{\mathcal W}\frac{dE}{2\pi}\sum_nT_n,\qquad
 S_N=2\int_{\mathcal W}\frac{dE}{2\pi}\sum_nT_n(1-T_n).
 \label{eq:carry}
\end{equation}
Here $J$ is the number current, $S_N=2\int C(\tau)d\tau$, and $C$ is its autocovariance. Both quantities double with spin, and $F=S_N/(2\langle J\rangle)$. The same noise is now obtained by counting electrons, without the current operator.

\subsection{Filled packets}

Divide the energy axis into cells of width $\varepsilon$, narrow enough that $s$ is nearly constant in each. In one cell define incoming packets
\begin{equation}
 c_{\alpha n,m}=\frac1{\sqrt\varepsilon}
 \int_{\rm cell}dE\,e^{2\pi imE/\varepsilon}a_{\alpha n}(E),
\end{equation}
with integer $m$. Their anticommutator with $c^\dagger_{\alpha n,m'}$ is
\begin{equation}
 \frac1\varepsilon\int_{\rm cell}dE\,
 e^{2\pi i(m-m')E/\varepsilon}=\delta_{mm'},
\end{equation}
because the exponential completes an integer number of turns across the cell. Successive packets arrive at intervals $2\pi/\varepsilon$. A long time $t_0$ therefore contains $\varepsilon t_0/2\pi$ packets per channel and spin, apart from effects at its two ends.

At zero temperature, each packet from the left with energy in $\mathcal W$ is filled and each packet from the right is empty. This regular supply is a consequence of the Pauli principle. Since $s$ is nearly constant in the cell, it mixes channels but not packets of different $m$. The count can be made for one value of $m$ and then multiplied by the number of packets.

Below the window both leads supply filled packets. The $2N$ incoming electrons fill all $2N$ outgoing states, so $N$ leave on each side with certainty and the net transfer is zero. Above the window there are no electrons. Again the window alone contributes.

The correlation of currents has given the mean current, the zero-temperature noise and the Fano factor, and the incoming electrons have been arranged in filled packets for counting. It remains to find the distribution of transmitted electrons, recover the noise from it, work through the three-orbital example and compare the assumptions of the two derivations.
